# Spin-fluctuation resistivity exponents at ferromagnetic and antiferromagnetic quantum critical points: a numerical check

```python
"""Spin-fluctuation resistivity at quantum critical points.

Result under test: resistivity ~ T^p, p=(d+2)/3 for ferromagnets (FM) and
p=d/2 for antiferromagnets (AFM) with dominant impurity scattering.
The 2D AFM has an additional logarithm; a clean AFM instead gives T^2.
Symbols: q = fluctuation wavevector (from the ordering vector), delta = inverse
correlation length squared, z = dynamic exponent (FM 3, AFM 2), Gamma = damping
constant, T = thermal energy, F = thermal frequency integral of the scattering.
Model tests use hbar = mass = k_F = Gamma = 1. The example uses eV, nm and K.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq
from scipy.special import digamma, expit, gamma, zeta

pi = np.pi


def scattering_F(y):
    y = np.asarray(y, dtype=float)
    small = np.minimum(y, 20.0)
    exact = 0.5 * (small * zeta(2.0, small) - 1 - 0.5 / small)
    large = np.maximum(y, 20.0)
    series = 1 / (12 * large**2) - 1 / (60 * large**4) + 1 / (84 * large**6)
    return np.where(y < 20, exact, series)


def thermal_H(y):
    y = np.asarray(y, dtype=float)
    small = np.minimum(y, 20.0)
    exact = 0.5 * (np.log(small) - 0.5 / small - digamma(small))
    large = np.maximum(y, 20.0)
    series = 1 / (24 * large**2) - 1 / (240 * large**4) + 1 / (504 * large**6)
    return np.where(y < 20, exact, series)


def q_integral(s, z, T, delta=0.0, qmax=None):
    """Integral of q^(s-1) F over q, with Gamma=1."""
    log_qT = np.log(T) / z
    top = log_qT + 30 if qmax is None else np.log(qmax)
    u = np.linspace(log_qT - 30, top, 12001)
    q = np.exp(u)
    y = q**(z - 2) * (delta + q*q) / (2*pi*T)
    return trapezoid(q**s * scattering_F(y), u)


def prefactor(s, z):
    p = s / z
    return pi * gamma(p + 1) * zeta(p) / (2*z*np.sin(pi*p/2))


# Frequency integrals from their definitions.
for y in (0.08, 0.7, 4.0):
    a = 2*pi*y
    direct = quad(lambda x: x*x/(4*np.sinh(x/2)**2*(x*x+a*a)), 0, 80,
                  points=[1, 10], limit=200)[0]
    assert abs(direct / scattering_F(y) - 1) < 1e-6
    direct = quad(lambda x: x/(np.expm1(x)*(x*x+a*a)), 0, 80,
                  points=[1, 10], limit=200)[0]
    assert abs(direct / thermal_H(y) - 1) < 1e-6
for w in (-2.0, 1.5):
    direct = quad(lambda x: expit(-x)*expit(x-w), -50, 50,
                  points=[0, w], limit=200)[0]
    assert abs(direct - w/np.expm1(w)) < 1e-7

for s, z in ((5, 3), (4, 3), (3, 2)):
    direct = q_integral(s, z, 1.0)
    assert abs(direct / prefactor(s, z) - 1) < 2e-4


def collision_rate(d, T):
    """FM transport rate from both electron momenta, before any reduction."""
    x = np.linspace(-45, 45, 121)
    dx = x[1] - x[0]
    vm = np.arcsinh(40 / 1e-3)
    nv = 160
    dv = 2*vm/nv
    v = -vm + (np.arange(nv)+0.5)*dv
    w = 1e-3*np.sinh(v)
    dw = 1e-3*np.cosh(v)*dv
    t, wt = np.polynomial.legendre.leggauss(110)
    t = (t+1)/2
    phi = pi*t**3
    dphi = 3*pi*t*t*wt/2
    X, W, P = x[:, None, None], w[None, :, None], phi[None, None, :]
    k = np.sqrt(1 + 2*T*X)
    kp = np.sqrt(1 + 2*T*(X-W))
    q2 = (2*T*W/(k+kp))**2 + 4*k*kp*np.sin(P/2)**2
    omega = T*W
    imD = np.sqrt(q2)*omega/(q2**3+omega**2)
    occupation = expit(-X)*expit(X-W)/(-np.expm1(-W))
    if d == 3:
        measure = 8*pi**2*k*kp*np.sin(P)/(2*pi)**6
        dos = 1/(2*pi**2)
    else:
        measure = 4*pi/(2*pi)**4
        dos = 1/(2*pi)
    total = np.sum(measure*q2*imD*occupation*dw[None, :, None]
                   * dphi[None, None, :])*dx*T*T
    return 3*total/(T*dos)


def exponent(r1, r2, T1, T2):
    return np.log(r2/r1)/np.log(T2/T1)


T1, T2 = 1e-5, 1e-4
fm_exponents = {}
for d in (3, 2):
    rates = [collision_rate(d, T) for T in (T1, T2)]
    fm_exponents[d] = exponent(*rates, T1, T2)
    for T, rate in zip((T1, T2), rates):
        if d == 3:
            reduced = 3/(2*pi**2)*q_integral(5, 3, T, qmax=2)
        else:
            a = np.exp(np.linspace(np.log(1e-9), np.log(pi/2), 8001))
            q = 2*np.sin(a)
            reduced = 3/pi**2*trapezoid(
                2*q**3*scattering_F(q**3/(2*pi*T))*a, np.log(a))
        assert abs(rate/reduced-1) < 0.02
    assert abs(fm_exponents[d]-(d+2)/3) < 0.025


def clustered(lo, hi, scale, n):
    a, b = np.arcsinh(lo/scale), np.arcsinh(hi/scale)
    step = (b-a)/n
    v = a+(np.arange(n)+0.5)*step
    return scale*np.sinh(v), scale*np.cosh(v)*step


def afm_sphere_average(T, Q=1.2):
    scale = 0.5*np.sqrt(T)
    a, wa = clustered(-1-Q/2, 1-Q/2, scale, 110)
    b, wb = clustered(-1+Q/2, 1+Q/2, scale, 110)
    phi, wp = clustered(0, pi, scale, 70)
    z1, z2 = Q/2+a[:, None, None], -Q/2+b[None, :, None]
    s1, s2 = np.sqrt(1-z1*z1), np.sqrt(1-z2*z2)
    q2 = ((a[:, None, None]-b[None, :, None])**2 + (s1-s2)**2
          + 4*s1*s2*np.sin(phi[None, None, :]/2)**2)
    value = (z1-z2)**2*scattering_F(q2/(2*pi*T))
    return np.sum(value*wa[:, None, None]*wb[None, :, None]
                  * wp[None, None, :])/(4*pi)


afm3_rates = [afm_sphere_average(T) for T in (T1, T2)]
afm3_exponent = exponent(*afm3_rates, T1, T2)
assert abs(afm3_exponent-1.5) < 0.03
assert abs(afm3_rates[0]/(0.6*prefactor(3, 2)*T1**1.5)-1) < 0.04


def circle_resistivity(T, impurity, Q=1.2, n=1000):
    """Solve the Boltzmann matrix for current along Q, delta=T/2."""
    theta = (np.arange(n)+0.5)*2*pi/n
    c, s = np.cos(theta), np.sin(theta)
    dc, ds = c[:, None]-c[None, :], s[:, None]-s[None, :]
    W = sum(scattering_F((0.5*T+(dc-sign*Q)**2+ds**2)/(2*pi*T))
            for sign in (-1, 1))/n
    matrix = np.diag(W.sum(axis=1)+impurity)-W+(1-impurity)/n
    rho = 1/np.mean(c*np.linalg.solve(matrix, c))
    first_order = 2*np.sum(W*dc**2)/n
    return rho, first_order


Ta, Tb = 1e-3, 2e-3
impurity = 10.0
dirty = [circle_resistivity(T, impurity) for T in (Ta, Tb)]
increments = [r[0]-2*impurity for r in dirty]
for increment, result in zip(increments, dirty):
    assert abs(increment/result[1]-1) < 0.03
dirty_exponent = exponent(*increments, Ta, Tb)
clean = [circle_resistivity(T, 0.0)[0] for T in (Ta, Tb)]
clean_exponent = exponent(*clean, Ta, Tb)
assert abs(dirty_exponent-1) < 0.06
assert abs(clean_exponent-2) < 0.12

# Finite correlation length: square-root corrections and Fermi-liquid limit.
for s, z in ((4, 3), (3, 2)):
    T, delta = 1e-3, 1e-8
    change = q_integral(s, z, T, delta)-q_integral(s, z, T)
    assert abs(change/(-pi**2*T*np.sqrt(delta)/4)-1) < 0.05
fl_exponent = exponent(q_integral(5, 3, 1e-6, 0.01, 2),
                       q_integral(5, 3, 2e-6, 0.01, 2), 1e-6, 2e-6)
assert abs(fl_exponent-2) < 0.03

log_values = [q_integral(2, 2, 1e-4, 1e-4*r, 1)/1e-4
              for r in (1e-6, 1e-8)]
log_slope = (log_values[1]-log_values[0])/np.log(100)
assert abs(log_slope-pi/4) < 0.005


def afm2_delta_ratio(T):
    """Self-consistent delta/T at 2D AFM criticality, unit mode coupling."""
    def mismatch(log_ratio):
        delta = T*np.exp(log_ratio)
        u = np.linspace(0.5*np.log(delta)-12, 0, 18001)
        q2 = np.exp(2*u)
        thermal = 2*thermal_H((delta+q2)/(2*pi*T))
        zero_point = 0.5*(np.log1p((delta**2+2*delta*q2)/(1+q2*q2))
                          - 2*np.log1p(delta/q2))
        return trapezoid(q2*(thermal+zero_point), u)/T-delta/T
    return np.exp(brentq(mismatch, np.log(1e-5), np.log(20)))


afm2_T = (1e-4, 1e-8, 1e-16)
afm2_ratio = [afm2_delta_ratio(T) for T in afm2_T]
afm2_rho_T = [q_integral(2, 2, T, T*r, 1)/T
              for T, r in zip(afm2_T, afm2_ratio)]
assert afm2_ratio[0] > afm2_ratio[1] > afm2_ratio[2]
assert afm2_rho_T[0] < afm2_rho_T[1] < afm2_rho_T[2]
tiny_T = 1e-270
tiny_ratio = afm2_delta_ratio(tiny_T)
asymptotic_check = (tiny_ratio*np.log(1/tiny_T)
                    / (pi*np.log(1/tiny_ratio)))
assert abs(asymptotic_check-1) < 0.06


def lindhard(q, nu):
    def integrand(k):
        plus = (q*q/2+k*q)**2+nu*nu
        minus = (q*q/2-k*q)**2+nu*nu
        return k*0.5*np.log(plus/minus)/q
    return quad(integrand, 0, 1, points=[q/2], limit=300)[0]


q_test, nu_test = 0.2, 0.002
static = lindhard(q_test, 0)
assert abs((1-static)/(q_test**2/12)-1) < 0.02
assert abs((static-lindhard(q_test, nu_test))
           / (pi*nu_test/(2*q_test))-1) < 0.03

# Electron-gas quartic energy and its average over Gaussian magnetization.
density = 1/(3*pi**2)  # in units of k_F cubed


def kinetic(polarization):
    return 0.3*density*((1+polarization)**(5/3)+(1-polarization)**(5/3))


h = 0.1
fourth = (kinetic(2*h)-4*kinetic(h)+6*kinetic(0)
          - 4*kinetic(-h)+kinetic(-2*h))/h**4
quartic_b = 4/(81*density**3)  # in units E_F / k_F^9
assert abs(fourth/(6*quartic_b*density**4)-1) < 0.05
nodes, weights = np.polynomial.hermite_e.hermegauss(5)
weights = weights/weights.sum()
mx, my, mz = np.meshgrid(nodes, nodes, nodes, indexing='ij')
joint = (weights[:, None, None]*weights[None, :, None]
         * weights[None, None, :])
# Gaussian integration by parts obtains the mean curvature from the energy.
curvature = np.sum(joint*(mx*mx-1)*(mx*mx+my*my+mz*mz)**2/4)
assert abs(curvature-5) < 1e-10

# Rough parameters in the regime of the itinerant ferromagnet ZrZn2.
kF_nm, EF, temperature = 10.0, 1.5, 10.0
kB = const.k/const.e
kF = kF_nm*1e9
mass = const.hbar**2*kF**2/(2*EF*const.e)
n_e = kF**3/(3*pi**2)
damping = EF/(3*pi)  # hbar Gamma k_F^3 in eV
rate_to_rho = mass/(n_e*const.e**2)*const.e/const.hbar*1e8


def critical_delta(temp):
    reduced_T = kB*temp/damping
    dos = 3*density/4  # in units of k_F^3/E_F
    strength = 5*quartic_b*(24*dos)**2/(3*pi)/pi**3
    u = np.linspace(np.log(1e-8), np.log(2), 7001)
    q = np.exp(u)

    def mismatch(delta):
        y = q*(delta+q*q)/(2*pi*reduced_T)
        return delta-strength*trapezoid(q**4*thermal_H(y), u)
    return brentq(mismatch, 1e-12, 10)


def transport_width(temp, delta, qmax=2):
    return 18*damping*q_integral(5, 3, kB*temp/damping, delta, qmax)


reduced_T = kB*temperature/damping
qT = reduced_T**(1/3)
power_width = 18*damping*prefactor(5, 3)*reduced_T**(5/3)
closed_width = (6*EF/pi*prefactor(5, 3)
                * (3*pi*kB*temperature/EF)**(5/3))
assert abs(transport_width(temperature, 0, None)/closed_width-1) < 2e-4
rho_power = power_width*rate_to_rho
rho_cut = transport_width(temperature, 0)*rate_to_rho
delta_T = critical_delta(temperature)
rho_full = transport_width(temperature, delta_T)*rate_to_rho


def corrected_rho(temp):
    return transport_width(temp, critical_delta(temp))*rate_to_rho


local_p = exponent(corrected_rho(9.5), corrected_rho(10.5), 9.5, 10.5)
single_width = 36*damping*q_integral(3, 3, reduced_T, delta_T, 2)
vF_qT = 2*EF*qT

rho_residual = 1.0  # micro-ohm cm, rough
mean_path_nm = const.hbar*kF/(n_e*const.e**2*rho_residual*1e-8)*1e9
debye, lambda_tr = 300.0, 0.5  # rough


def phonon_width(temp):
    integral = quad(lambda x: x**5/(np.expm1(x)*(-np.expm1(-x))),
                    0, debye/temp, limit=200)[0]
    return 2*pi*lambda_tr*kB*temp*4*(temp/debye)**4*integral


assert abs(phonon_width(6000)/(2*pi*lambda_tr*kB*6000)-1) < 0.001
xi_nm = 1.0
delta_off = 1/(kF_nm*xi_nm)**2
T_star = damping*delta_off**1.5/kB
rho_off = transport_width(temperature, delta_off)*rate_to_rho

print(f"FM 3D exponent, full collision integral: {fm_exponents[3]:.3f}")
print(f"FM 2D exponent, full collision integral: {fm_exponents[2]:.3f}")
print(f"AFM 3D exponent, Fermi-surface average: {afm3_exponent:.3f}")
print(f"AFM 2D dirty exponent, delta/T=0.5: {dirty_exponent:.3f}")
print(f"AFM 2D clean exponent, delta/T=0.5: {clean_exponent:.3f}")
print(f"FM 3D exponent at fixed delta, low T: {fl_exponent:.3f}")
for name, s, z in (("FM 3D", 5, 3), ("FM 2D", 4, 3), ("AFM 3D", 3, 2)):
    print(f"{name} dimensionless integral prefactor: {prefactor(s, z):.3f}")
print(f"AFM 2D logarithmic slope: {log_slope:.4f}")
for T, ratio, value in zip(afm2_T, afm2_ratio, afm2_rho_T):
    print(f"AFM 2D T={T:.0e}: delta/T={ratio:.4f}, integral/T={value:.4f}")
print(f"AFM 2D asymptotic delta ratio check: {asymptotic_check:.3f}")
print(f"Example k_F: {kF_nm:.1f} nm^-1")
print(f"Example Fermi energy: {EF:.2f} eV")
print(f"Example temperature: {temperature:.1f} K")
print(f"Example effective mass: {mass/const.m_e:.2f} electron masses")
print(f"Example electron density: {n_e*1e-27:.2f} nm^-3")
print(f"Damping energy at k_F: {damping:.4f} eV")
print(f"Thermal energy: {kB*temperature:.3e} eV")
print(f"Thermal wavevector: {qT*kF_nm:.3f} nm^-1")
print(f"Thermal wavevector converted: {qT*kF_nm/10:.4f} angstrom^-1")
print(f"Transport width, pure power law: {power_width:.3e} eV")
print(f"Resistivity, pure power law: {rho_power:.3f} micro-ohm cm")
print(f"Resistivity with 2k_F cutoff: {rho_cut:.3f} micro-ohm cm")
print(f"Thermal delta/k_F^2: {delta_T:.5f}")
print(f"Thermal delta/q_T^2: {delta_T/qT**2:.3f}")
print(f"Resistivity, cutoff and delta: {rho_full:.3f} micro-ohm cm")
print(f"Same resistivity converted: {rho_full*10:.2f} nano-ohm m")
print(f"Local exponent with both corrections: {local_p:.3f}")
print(f"Single-particle width: {single_width:.4f} eV")
print(f"Energy v_F q_T: {vF_qT:.4f} eV")
print(f"Width / v_F q_T: {single_width/vF_qT:.3f}")
print(f"Single-particle width / thermal energy: "
      f"{single_width/(kB*temperature):.1f}")
print(f"Thermal energy / v_F q_T: {kB*temperature/vF_qT:.5f}")
print(f"Assumed residual resistivity: {rho_residual:.1f} micro-ohm cm")
print(f"Impurity mean free path: {mean_path_nm:.1f} nm")
print(f"q_T times mean free path: {qT*kF_nm*mean_path_nm:.1f}")
print(f"Assumed Debye temperature: {debye:.0f} K")
print(f"Assumed phonon transport coupling: {lambda_tr:.2f}")
for temp in (10.0, 40.0):
    print(f"Phonon resistivity at {temp:.0f} K: "
          f"{phonon_width(temp)*rate_to_rho:.5f} micro-ohm cm")
print(f"Off-critical correlation length: {xi_nm:.1f} nm")
print(f"Off-critical crossover scale: {T_star:.2f} K")
print(f"Off-critical resistivity at 10 K: {rho_off:.3f} micro-ohm cm")
print("finished without a failed check")
```

Running it gives:

```
FM 3D exponent, full collision integral: 1.661
FM 2D exponent, full collision integral: 1.334
AFM 3D exponent, Fermi-surface average: 1.494
AFM 2D dirty exponent, delta/T=0.5: 1.002
AFM 2D clean exponent, delta/T=0.5: 1.997
FM 3D exponent at fixed delta, low T: 2.000
FM 3D dimensionless integral prefactor: 3.346
FM 2D dimensionless integral prefactor: 2.592
AFM 3D dimensionless integral prefactor: 3.857
AFM 2D logarithmic slope: 0.7854
AFM 2D T=1e-04: delta/T=0.3474, integral/T=1.6987
AFM 2D T=1e-08: delta/T=0.2392, integral/T=1.9668
AFM 2D T=1e-16: delta/T=0.1565, integral/T=2.2802
AFM 2D asymptotic delta ratio check: 0.999
Example k_F: 10.0 nm^-1
Example Fermi energy: 1.50 eV
Example temperature: 10.0 K
Example effective mass: 2.54 electron masses
Example electron density: 33.77 nm^-3
Damping energy at k_F: 0.1592 eV
Thermal energy: 8.617e-04 eV
Thermal wavevector: 1.756 nm^-1
Thermal wavevector converted: 0.1756 angstrom^-1
Transport width, pure power law: 1.600e-03 eV
Resistivity, pure power law: 0.649 micro-ohm cm
Resistivity with 2k_F cutoff: 0.593 micro-ohm cm
Thermal delta/k_F^2: 0.00777
Thermal delta/q_T^2: 0.252
Resistivity, cutoff and delta: 0.486 micro-ohm cm
Same resistivity converted: 4.86 nano-ohm m
Local exponent with both corrections: 1.556
Single-particle width: 0.0521 eV
Energy v_F q_T: 0.5268 eV
Width / v_F q_T: 0.099
Single-particle width / thermal energy: 60.4
Thermal energy / v_F q_T: 0.00164
Assumed residual resistivity: 1.0 micro-ohm cm
Impurity mean free path: 121.6 nm
q_T times mean free path: 213.6
Assumed Debye temperature: 300 K
Assumed phonon transport coupling: 0.50
Phonon resistivity at 10 K: 0.00067 micro-ohm cm
Phonon resistivity at 40 K: 0.52981 micro-ohm cm
Off-critical correlation length: 1.0 nm
Off-critical crossover scale: 1.85 K
Off-critical resistivity at 10 K: 0.467 micro-ohm cm
finished without a failed check
```
